# Why a Smaller Eroded Target Can Suppress Hysteresis in Reactive Sputtering

A titanium target is sputtered in argon, and nitrogen is let in to grow titanium nitride. At low nitrogen flow the growing film takes up nearly all the gas, and the target stays metallic. As the flow is raised, a point can come at which the target surface suddenly turns to nitride, the deposition rate drops and the nitrogen pressure jumps. Lowering the flow a little does not undo the jump: the target returns to metal only at a smaller flow. This is hysteresis, and useful working points can lie inside the jump.

Confining the discharge to a smaller part of the target, at the same current, can remove the jump. A ready explanation is that the ions now strike a smaller area, so each site is cleaned more often and stays metallic to a higher nitrogen pressure. That statement is true, but it does not explain the loss of hysteresis. Raising the current on the original area also cleans each site more often, and in the model below it leaves the hysteresis intact. The model shows what the smaller area does that the larger current does not.

## The target

Let $N$ be the number of ions striking the target per second, spread evenly over the eroded area $A$. I take $N=I/e$, with $I$ the discharge current, thus neglecting the part of the current carried by emitted electrons. The nitrogen pressure $p$ is uniform in the chamber, and $F=\kappa p$ is the flux of N$_2$ molecules on any surface. For density $n$ and mean molecular speed $v$, $F=nv/4$.

A fraction $\theta_t$ of the eroded surface is nitride, with one N per Ti. A molecule striking the metallic part sticks with probability $\alpha_t$ and supplies two atoms. An ion striking nitride removes $Y_c$ formula units, and an ion striking metal removes $Y_m$ atoms. In the steady state, nitride forms as fast as it is removed:

$$2\alpha_t F(1-\theta_t)=\frac{N}{A}Y_c\theta_t .$$

Define the flux at which the two coefficients are equal, and measure $F$ by it:

$$F_0=\frac{NY_c}{2\alpha_t A},\qquad f=\frac{F}{F_0}.$$

Dividing the balance by $NY_c/A$ gives $f(1-\theta_t)=\theta_t$, so

$$\theta_t=\frac{f}{1+f},\qquad 1-\theta_t=\frac{1}{1+f}.$$

The target is half nitride at $f=1$, that is, at the pressure $p_{1/2}=F_0/\kappa$, which is proportional to $N/A$. A tenfold smaller area at fixed current raises it tenfold. So does a tenfold larger current at fixed area. The ready explanation stops here, and so far the two changes are equivalent.

## The film

Everything sputtered lands evenly on a collector of area $A_c$, the substrate and walls together. A fraction $\theta_c$ of its surface is nitride, and nitrogen sticks to its metallic part with probability $\alpha_c$. Three atomic supplies per second matter:

$$a=2\alpha_cFA_c,\qquad C=NY_c\theta_t,\qquad M=NY_m(1-\theta_t).$$

They are the nitrogen offered by the gas, the nitride arriving from the target and the metal arriving from the target. Gas and nitride convert metallic sites; metal buries nitride sites. Hence

$$(a+C)(1-\theta_c)=M\theta_c
\quad\Rightarrow\quad
1-\theta_c=\frac{M}{a+C+M}.$$

The same balance has a useful second reading. Adding $C\theta_c$ to both sides gives

$$a(1-\theta_c)+C=(M+C)\theta_c .$$

On the left is all the nitrogen entering the film. On the right, $M+C$ is all the titanium entering it. Thus $\theta_c$ is also the N/Ti ratio of the film, and the nitrogen consumed is the titanium rate times that ratio. Once the film is nearly all nitride, its ratio can hardly rise further, and poisoning the target then reduces consumption because it reduces the titanium rate, provided $Y_c<Y_m$.

To express $\theta_c$ through $f$, divide the three supplies by $NY_c$. With

$$r=\frac{\alpha_cA_c}{\alpha_tA},\qquad y=\frac{Y_m}{Y_c},$$

they become $rf$, $f/(1+f)$ and $y/(1+f)$. Multiplying numerator and denominator by $1+f$,

$$1-\theta_c=\frac{y}{D},\qquad D=rf(1+f)+f+y .$$

## The flow needed at each pressure

Let $q$ be the inlet flow in molecules per second and $S$ the pumping speed. The gas leaves through the pump, the target and the film:

$$q=Sn+\alpha_tF(1-\theta_t)A+\alpha_cF(1-\theta_c)A_c .$$

Since $n=4F/v$, the pump removes $4SF/v$. Multiply the equation by $2/(NY_c)$ and put $F=fF_0$. The pump term becomes

$$\frac{2}{NY_c}\,\frac{4S}{v}\,f\,\frac{NY_c}{2\alpha_tA}=sf,\qquad s=\frac{4S}{v\alpha_tA}.$$

The target term becomes $\theta_t=f/(1+f)$, by the target balance, and the film term becomes $rf(1-\theta_c)$. Therefore

$$\frac{2q}{NY_c}=Q(f)=sf+\frac{f}{1+f}+\frac{ryf}{D}.$$

If $Q$ rises throughout, each flow belongs to one pressure. If it has a falling part, some flows belong to three.

The states on the falling part cannot be held at constant flow. To see this, consider small disturbances of $n$, $\theta_t$ and $\theta_c$. More gas promotes nitride on both surfaces; more nitride on either surface leaves more gas; a more nitrided target sends more nitride and less metal to the film; and the film does not act directly on the target. So no off-diagonal element of the matrix $J$ of linearised rates is negative. By the Perron–Frobenius theorem, applied after adding a multiple of the unit matrix, the eigenvalue with the largest real part is real.

Split $J$ into the gas element $J_{nn}$, the row $b$ and column $c$ that couple gas and surfaces, and the surface block $B$. The block $B$ is triangular, with negative diagonal elements. For real $\lambda\ge0$,

$$\det(\lambda-J)=\det(\lambda-B)\,g(\lambda),\qquad
g(\lambda)=\lambda-J_{nn}-b(\lambda-B)^{-1}c .$$

The first factor is positive. The elements of $(\lambda-B)^{-1}$ are non-negative and do not grow with $\lambda$, so $g$ increases. At $\lambda=0$ the surfaces follow the gas in their steady state, and for chamber volume $V$ this gives $g(0)=(1/V)\,dq/dn$. If the slope is negative, $g$ crosses zero at a positive $\lambda$, and the disturbance grows. If it is positive, there is no such root, and all disturbances decay. Holding the pressure instead of the flow leaves only the stable block $B$, so pressure control can hold a state that flow control cannot.

## Why current does not remove the fold

The function $Q(f)$ contains $y$, $r$ and $s$. None of them contains the current. A larger current multiplies the pressure scale $F_0/\kappa$ and the flow scale $NY_c/2$ by the same factor. The whole curve $q(p)$ is enlarged, like a photograph, and a fold in it stays a fold. The area acts differently: both $r$ and $s$ vary as $1/A$.

The mechanism is clearest when the film is almost fully nitride, $\theta_c\approx1$, while the target is still poisoning. The molecular consumption is then half the titanium rate:

$$q_{\rm get}\approx\frac N2\left[Y_m-(Y_m-Y_c)\theta_t\right].$$

Full poisoning can remove at most $N(Y_m-Y_c)/2$ of it. At fixed current this total is fixed. Shrinking $A$ spreads the same loss over a wider range of pressure. Using $d\theta_t/dF=1/[F_0(1+f)^2]$,

$$\frac{dq_{\rm get}}{dF}\approx-\frac{N(Y_m-Y_c)}{2F_0(1+f)^2}
=-\frac{\alpha_tA(y-1)}{(1+f)^2}.$$

The current has cancelled: more ions widen the pressure range, but they also enlarge the loss in proportion. The estimate overstates the loss, because a real film is not fully nitride: at the steepest point of the 20 cm$^2$ example below, where $\theta_c=0.93$, it is about 60% too large. The pump supplies the opposing slope $4S/v$. A smaller area weakens the loss per unit pressure until the pump outweighs it.

## A bound that needs no approximation

The saturated-film estimate can be turned into a strict bound. Writing $D=rf^2+(r+1)f+y$ and differentiating,

$$Q'=s+\frac1{(1+f)^2}+\frac{ry(y-rf^2)}{D^2},$$

because $D-f\,dD/df=y-rf^2$. To limit the last term from below, compare $D^2$ with $r(rf^2-y)(1+f)^2$. Their difference is

$$2rf(1+f)(f+y)+(f+y)^2+ry(1+f)^2>0,$$

since the terms $r^2f^2(1+f)^2$ cancel. Dividing by $D^2(1+f)^2$ shows that the last term of $Q'$ is greater than $-y/(1+f)^2$. Hence

$$Q'>s-\frac{y-1}{(1+f)^2}.$$

If $y\le1$, poisoning does not reduce the titanium rate and there is no hysteresis. If $y>1$, the right side is smallest at $f=0$, so hysteresis is excluded when $s\ge y-1$, or

$$A\le\frac{4S}{v\alpha_t(y-1)} .$$

This condition is sufficient for any collector. For a very large collector it is also sharp: as $r\to\infty$ at fixed $f>0$, the last term tends to $-y/(1+f)^2$, and any $s<y-1$ then gives a negative slope at small enough $f$.

With a finite collector, larger areas may still be free of hysteresis. The film's consumption starts to fall only beyond $f=\sqrt{y/r}$, where the factor $1/(1+f)^2$ has already weakened the loss. The actual threshold comes from setting the minimum of $Q'$ to zero.

## A small titanium magnetron

Take rough, typical values: $Y_m=0.5$, $Y_c=0.1$, so $y=5$; $\alpha_t=\alpha_c=0.5$; a collector of 1000 cm$^2$; a pumping speed of 50 L/s; argon at 3 mTorr; and gas at 300 K, for which $v=476$ m/s. The current is 0.1 A, and the eroded area is either 20 or 2 cm$^2$.

For 20 cm$^2$, $r=1000/20=50$ and

$$s=\frac{4\times0.050}{476\times0.5\times0.0020}=0.42 .$$

For 2 cm$^2$ both are ten times larger: $r=500$ and $s=4.2$. The latter exceeds $y-1=4$, so the bound alone excludes hysteresis. In terms of area, the bound is

$$\frac{4\times0.050}{476\times0.5\times4}\ \mathrm{m^2}=2.1\ \mathrm{cm^2},$$

while the actual threshold for this chamber is 6.3 cm$^2$.

A third case isolates the cause: 20 cm$^2$ at 1 A. It has the same ion current density as 2 cm$^2$ at 0.1 A, namely 50 mA/cm$^2$, and the same half-poisoning pressure, 0.081 mTorr. At each pressure the two targets are in the same state. The lowest slope $dq/dp$, divided by the slope of the pump alone, is nevertheless $+0.55$ for the small area and $-0.93$ for the large one. The large target at 0.1 A half-poisons at 0.0081 mTorr and also has $-0.93$. Tenfold greater ion flux has moved its fold without weakening it.

The time-dependent balances were also integrated directly, for a chamber of 30 L and $10^{15}$ surface sites per cm$^2$. The flow was raised and then lowered in 45 levels, each held for 1000 s. On 20 cm$^2$ at 0.1 A the pressure jumped up at 0.2409 sccm and back down at 0.2177 sccm. The folds of $Q$ lie at 0.2407 and 0.2185 sccm, in agreement within one flow step. At 1 A both flows were ten times larger. At either current, the pressures on the two branches differed by up to a factor of 13 at the same flow. On 2 cm$^2$ at 0.1 A the two branches coincided.

The smaller area also changes what can be made at constant flow. Suppose the film is to have N/Ti $=0.95$, with the current still 0.1 A. On 20 cm$^2$ this needs 0.0078 mTorr of nitrogen, close to the half-poisoning pressure, and the target is 49% nitride. The titanium rate relative to a clean target is

$$(1-\theta_t)+\frac{\theta_t}{y}=0.51+\frac{0.49}{5}=0.61 .$$

The state lies on the falling part of the curve, so constant flow cannot hold it. On 2 cm$^2$ the same film needs 0.0133 mTorr. The pressure is higher because more titanium arrives as metal, which the gas must convert, but it is still far below half-poisoning. The target is 14% nitride, the relative rate is $0.86+0.14/5=0.89$, and the slope is positive. The flow is larger, 0.34 instead of 0.23 sccm, mostly because more film is deposited per second.

## Where the argument fails: implanted nitrogen

So far nitrogen has reached the target only as neutral gas, whose supply is proportional to $A$. Some of the ions are nitrogen too. Suppose that their share equals the pressure share, about $p/p_{\rm Ar}$ when $p\ll p_{\rm Ar}$, and that each N$_2^+$ delivers two atoms, which bind if they meet metal. The nitrogen supply to the whole target becomes

$$2\kappa p(1-\theta_t)\left[\alpha_tA+\frac{N}{\kappa p_{\rm Ar}}\right].$$

In the earlier formulas the eroded area enters through $\alpha_tA$. Implantation therefore acts as an added area

$$A_{\rm imp}=\frac{N}{\alpha_t\kappa p_{\rm Ar}},$$

which does not shrink with $A$ and grows with the current. In the example it is 1.1 cm$^2$ at 0.1 A. The threshold should fall from 6.3 to about 5.2 cm$^2$, and solving the balances with the full share $p/(p_{\rm Ar}+p)$ gives 5.2 cm$^2$. The 2 cm$^2$ target remains free of hysteresis, though its lowest relative slope drops from 0.55 to 0.38.

Here the ready explanation fails more strongly. For currents up to about 10 A in this chamber, a higher current now promotes hysteresis, although it still raises the ion flux. In the estimate with the share $p/p_{\rm Ar}$, no eroded area is small enough once $A_{\rm imp}$ alone reaches 6.3 cm$^2$. This happens at

$$0.1\ \mathrm{A}\times\frac{6.27}{1.09}\approx0.58\ \mathrm{A}.$$

With the full share $p/(p_{\rm Ar}+p)$ the limit is slightly higher, 0.62 A. Near the limit the added-area estimate errs on the safe side: at 0.5 A it allows 0.8 cm$^2$ of eroded area, while the full share allows 1.1 cm$^2$. As a mathematical test beyond it, 1 A on 0.1 cm$^2$ gives a lowest relative slope of $-0.33$: the fold persists. At 400 V this would be 4000 W/cm$^2$, so it is not a working condition. In the estimate, the limiting current is $e\alpha_t\kappa p_{\rm Ar}$ times the threshold area without implantation. Within this model, higher argon pressure therefore raises it.

## How far the numbers carry over

The example resembles a small laboratory magnetron, with a low current and a modest pumping speed. Its nitrogen flow, a few tenths of a sccm, is small because the current is small. For a plant run at amperes or more, the limit of about 0.6 A is a warning, not a transferable value, since it depends on pumping speed, argon pressure, sticking and yields. Of the assumptions tried here, these move the 6.3 cm$^2$ threshold as follows, each changed alone:

- Implantation lowers it to 5.2 cm$^2$.
- Gas at 400 K near the surfaces, with the pump at 300 K, raises it to 7.9 cm$^2$, because the same pressure then brings fewer molecules to the surfaces.
- A yield ratio 10% higher lowers it to 5.4 cm$^2$.
- Lower sticking raises it strongly: with both probabilities at 0.3 it is 15 cm$^2$, and at 0.2 it is 36 cm$^2$, so that even the 20 cm$^2$ target is free of hysteresis.
- A collector of 300 cm$^2$ raises it to 25 cm$^2$; one of 1 m$^2$ lowers it to 3.1 cm$^2$.

Sticking and collector area are the strongest levers in this list, so the 6.3 cm$^2$ figure belongs to the chosen values only.

Real erosion zones also have soft edges. If 10% of the 0.1 A falls on the 18 cm$^2$ around the 2 cm$^2$ zone, the lowest relative slope without implantation changes only from 0.55 to 0.54. This particular halo does little harm; a different current profile would need its own calculation.

Heat sets a practical limit. At 400 V and 0.1 A, shrinking the area from 20 to 2 cm$^2$ raises the load from 2 to 20 W/cm$^2$, so cooling must be considered before a smaller zone is chosen. The model also leaves out nitrogen driven deeper by recoils, sputtered atoms returning to the target, a change of electron emission as the target poisons, and the change of discharge voltage, and so of the yields, with current density and poisoning. A constant electron share of the current would merely rescale $N$ in the model without implantation; a share that varies with $\theta_t$ would alter the curve's shape. Nor does the model treat a small erosion zone swept across a larger target, where surface outside the zone can turn to nitride before the ions return.

Under the stated conditions, then, a design should compare the eroded area, with the implantation area added, against the threshold set by the pump, the collector, the sticking probabilities and the yields. The ion current density alone does not decide whether the process has hysteresis. The values used here are set at the head of the numerical check.

## Numbers as computed

```
sticking on target, collector: 0.5, 0.5
yields, metal and compound: 0.5, 0.1 per ion; ratio y = 5.0
pumping speed: 50 L/s; collector: 1000 cm2
argon pressure: 3.0 mTorr; gas temperature: 300 K
mean N2 speed: 476.2 m/s
[large area, low current] 20 cm2, 0.1 A: 5 mA/cm2, r = 50, s = 0.420
  half-poisoning N2 pressure: 0.0081 mTorr
  lowest dq/dp over pump slope: -0.925
  ramp: largest pressure ratio down/up = 13.229
  heat load at 400 V: 2 W/cm2
[small area, low current] 2 cm2, 0.1 A: 50 mA/cm2, r = 500, s = 4.200
  half-poisoning N2 pressure: 0.0814 mTorr
  lowest dq/dp over pump slope: 0.547
  ramp: largest pressure ratio down/up = 1.000
  heat load at 400 V: 20 W/cm2
[large area, high current] 20 cm2, 1.0 A: 50 mA/cm2, r = 50, s = 0.420
  half-poisoning N2 pressure: 0.0814 mTorr
  lowest dq/dp over pump slope: -0.925
  ramp: largest pressure ratio down/up = 13.229
  heat load at 400 V: 20 W/cm2
[large area, low current] fold flows, formula: up 0.2407, down 0.2185 sccm
  jumps seen in ramp: up 0.2409, down 0.2177 sccm
  N2 pressure at folds: 0.0037, 0.0158 mTorr
[large area, high current] fold flows, formula: up 2.4072, down 2.1848 sccm
  jumps seen in ramp: up 2.4086, down 2.1772 sccm
  N2 pressure at folds: 0.0369, 0.1583 mTorr
sufficient area for no hysteresis: 2.10 cm2
actual threshold area: 6.27 cm2
threshold from raw balances: 6.27 cm2
film 95% compound, 20 cm2, 0.1 A: N2 0.0078 mTorr, flow 0.2294 sccm
  target compound fraction 0.490, Ti rate over metal rate 0.608, dq/dp over pump slope -0.824
film 95% compound, 2 cm2, 0.1 A: N2 0.0133 mTorr, flow 0.3416 sccm
  target compound fraction 0.140, Ti rate over metal rate 0.888, dq/dp over pump slope 0.682
implantation: equivalent area at 0.1 A: 1.09 cm2
  threshold area with implantation: 5.20 cm2
  2 cm2, 0.1 A: lowest dq/dp over pump slope 0.381
  0.1 cm2, 1 A: lowest dq/dp over pump slope -0.327
  current above which no area suffices: about 0.58 A
threshold with gas at 400 K near surfaces: 7.90 cm2
threshold with yield ratio 10% higher: 5.42 cm2
10% of current on 18 cm2 halo: lowest dq/dp over pump slope 0.537
```
